\section*{Gradients and quasi-Newton steps in redundant internal coordinates, part 1}

(Sections cited here and not found follow in the second part.)

\subsection{Result}

Let $x$ hold the $3N$ Cartesian coordinates of a nonlinear molecule and $q(x)$ hold $m$ internal coordinates, with Wilson matrix $B_{ij}=\partial q_i/\partial x_j$, Cartesian gradient $g_x=\partial E/\partial x$, $G=BB^T$, and $G^-$ the Moore--Penrose inverse of $G$. Assume that $E$ is invariant under translation and rotation, that $q(x)$ is smooth (no linear angle), and that $B$ has rank $p=3N-6$ throughout a neighborhood (a complete set; it is redundant when $m>p$). Then
\begin{align}
g&=G^-Bg_x, \qquad P=GG^-, \label{grad}\\
\Delta q&=-\left[PHP+\alpha(1-P)\right]^{-1}Pg, \label{step}\\
x&\leftarrow x+B^TG^-\left[q_0+\Delta q-q(x)\right]. \label{back}
\end{align}
Here $g$ is the shortest solution of $B^Tg=g_x$, and $P$ is the orthogonal projector on the displacements that the molecule can make to first order. For $H$ positive definite on the range of $P$, $\Delta q$ minimizes the quadratic model among these displacements and is the same for every $\alpha\neq0$. Because $q(x)$ is nonlinear, \eqref{back} is iterated, with $B$ recomputed. When $P$ depends on the geometry, $q_0+\Delta q$ is in general realizable only to first order, and for short enough steps the iteration converges to the locally nearest realizable point. The matrix that $H$ should approximate is given in \eqref{Hq}. Hartree atomic units are used, with angles in radians; lengths of vectors in $q$ space are Euclidean norms of these numbers.

\subsection{The Wilson matrix and its two projectors}

For a bond $r=|X_a-X_b|$, differentiating $r^2$ gives $\partial r/\partial X_a=e=-\partial r/\partial X_b$ with $e=(X_a-X_b)/r$. For an angle at $b$, $\cos\theta=e_1\cdot e_2$ with unit vectors pointing from $b$ to $a$ and to $c$. Since $\partial e_1/\partial X_a=(1-e_1e_1^T)/r_1$, one has $-\sin\theta\,\partial\theta/\partial X_a=(e_2-\cos\theta\,e_1)/r_1$, so
\begin{equation}
\frac{\partial\theta}{\partial X_a}=\frac{\cos\theta\,e_1-e_2}{r_1\sin\theta},\qquad
\frac{\partial\theta}{\partial X_c}=\frac{\cos\theta\,e_2-e_1}{r_2\sin\theta},
\end{equation}
and $\partial\theta/\partial X_b$ is minus their sum by translation invariance. At $\theta=\pi$ the quotient is $0/0$ with a direction-dependent limit, which is why linear angles are excluded.

A rigid displacement field $\xi(x)$ moves atom $a$ by $\tau+\omega\times X_a$. A function $\phi(x)$ invariant under rigid motion obeys $\nabla\phi\cdot\xi=0$ at every $x$, and the gradient of this identity gives a second one:
\begin{equation}
\nabla\phi\cdot\xi=0,\qquad (\nabla\nabla\phi)\,\xi=-(\partial\xi/\partial x)^T\nabla\phi. \label{rigid}
\end{equation}
With $\phi=q_i$ the first says $B\xi=0$. The rigid fields of a nonlinear molecule span six dimensions, and the null space of $B$ has dimension $3N-p=6$, so the two spaces coincide.

Write the singular value decomposition $B=U\Sigma V^T$, keeping the $p$ positive singular values, so that $U^TU=V^TV=1_p$. Then $G=U\Sigma^2U^T$, its Moore--Penrose inverse inverts the nonzero eigenvalues, and
\begin{align}
G^-&=U\Sigma^{-2}U^T, & B^+&\equiv B^TG^-=V\Sigma^{-1}U^T,\\
P&=GG^-=BB^+=UU^T, & \Pi&\equiv B^+B=VV^T.
\end{align}
Both $P$ and $\Pi$ are symmetric and idempotent. The range of $P$ is the range of $B$, the set of all $dq=B\,dx$. The null space of $\Pi$ is that of $B$, so $\Pi$ removes rigid motion from a Cartesian vector.

At constant rank the realizable $q$ form locally a $p$-dimensional surface, described by $m-p$ relations $f_a(q)=0$ with independent gradients, collected as the columns of $C$. Differentiating $f_a(q(x))=0$ gives $B^T\nabla f_a=0$. The null space of $B^T$ has dimension $m-p$, so the columns of $C$ span it, and $1-P$ is the orthogonal projector on them:
\begin{equation}
P=1-C(C^TC)^{-1}C^T. \label{PC}
\end{equation}
For one redundancy $P=1-nn^T$ with $n=\nabla f/|\nabla f|$; for none $P=1$ and $G^-=G^{-1}$. In practice $G$ is diagonalized and eigenvalues below a threshold are dropped ($10^{-10}$ times the largest in the numerical check). The number kept must equal $3N-6$.

\subsection{The gradient}

If the energy is written as a function $\tilde E(q)$ of all $m$ coordinates, the chain rule gives $g_x=B^T\tilde g$ with $\tilde g=\partial\tilde E/\partial q$. Replacing $\tilde E$ by $\tilde E+\sum_a\lambda_af_a$ leaves $E(x)$ unchanged and shifts $\tilde g$ by $C\lambda$, so the internal gradient is defined only up to the null space of $B^T$.

The vector $g$ of \eqref{grad} satisfies, for any $g_x$,
\begin{equation}
B^Tg=B^TG^-Bg_x=B^+Bg_x=\Pi g_x .
\end{equation}
For an invariant energy \eqref{rigid} makes $g_x$ orthogonal to the rigid fields, so $\Pi g_x=g_x$ and $g$ is a solution. Any other solution $\tilde g$ gives $g=G^-BB^T\tilde g=P\tilde g$, where $G^-G=UU^T$ was used. Orthogonality of the two parts yields $|\tilde g|^2=|g|^2+|(1-P)\tilde g|^2$, so $g$ is the unique shortest solution, and $g=0$ exactly when $g_x=0$.

The residual $g_x-B^Tg=(1-\Pi)g_x$ is the diagnostic to monitor. In an external field it is the part of the gradient that translates or rotates the molecule. For an incomplete set, the null space of $B$ also contains true deformations, and the residual is the part of the gradient along the directions that $B$ misses; an optimizer that watches only $g$ can then stop where $g_x\ne0$.

\paragraph{Other generalized inverses.} Let $G^g$ be any matrix with $GG^gG=G$. Multiplying this by $\Sigma^{-2}U^T$ from the left and $U\Sigma^{-2}$ from the right gives $U^TG^gU=\Sigma^{-2}$, and inserting this into $GG^gG$ returns $G$, so the two conditions are equivalent. Then $B^TG^gB=V\Sigma\,\Sigma^{-2}\Sigma V^T=\Pi$, so $G^gBg_x$ is always a valid gradient. With $U_\perp$ an orthonormal basis of the null space of $G$, the other blocks of $G^g$ are free. The component $U_\perp^TG^gBg_x=(U_\perp^TG^gU)\Sigma V^Tg_x$ vanishes for all $g_x$ only if $U_\perp^TG^gU=0$, and $GG^g=P+U\Sigma^2(U^TG^gU_\perp)U_\perp^T$ is symmetric only if $U^TG^gU_\perp=0$. The Moore--Penrose inverse has both properties, and the block $U_\perp^TG^gU_\perp$ enters neither. An example without them selects $p$ independent coordinates by an $m\times p$ matrix $S$ of unit columns and sets $G^g=S(S^TGS)^{-1}S^T$. With $M=S^TU$ invertible, $U^TG^gU=M^T(M\Sigma^2M^T)^{-1}M=\Sigma^{-2}$, as required. The gradient is zero on the dropped coordinates and solves $B^Tg=g_x$ with the kept rows alone, so it is the ordinary gradient in the nonredundant subset.

\paragraph{Weighted form.} For $G_u=BuB^T$ with $u$ positive definite (inverse masses, for instance), $G_u=U\Sigma(V^TuV)\Sigma U^T$ with an invertible middle factor, so $G_uG_u^-=G_u^-G_u=P$. When $g_x=B^Tg$, as for an invariant energy and a complete set, $G_u^-Bug_x=G_u^-BuB^Tg=Pg=g$. If $g_x$ has a residual, the weighted and unweighted results can differ. The Cartesian step $uB^TG_u^-\Delta q$ is mapped by $B$ to $P\Delta q$, as is $B^+\Delta q$, so the two differ by a rigid displacement.

\subsection{The projected step}

The quadratic model is $\mu(s)=g^Ts+\tfrac12s^THs$ with $H$ symmetric. Realizable first-order steps are $s=Uz$, for which $\mu=(U^Tg)^Tz+\tfrac12z^Thz$ with $h=U^THU$. For positive definite $h$ the unique minimum is at $hz=-U^Tg$:
\begin{equation}
\Delta q=-Uh^{-1}U^Tg. \label{min}
\end{equation}
Since $PHP=UhU^T$ and $(1-P)U=0$, the cross terms vanish in
\begin{equation}
\left[UhU^T+\alpha(1-P)\right]\left[Uh^{-1}U^T+\alpha^{-1}(1-P)\right]=UU^T+(1-P)=1 .
\end{equation}
The second bracket is therefore the inverse in \eqref{step}, and acting on $Pg$ its $\alpha^{-1}$ term drops out, which leaves \eqref{min}. The constant $\alpha$ only makes the matrix invertible. In floating point its size is a compromise: a component $\delta$ of the right-hand side left along the null space by rounding produces a step $\delta/\alpha$, while a rounding error $\epsilon$ in $P$ perturbs the matrix by a term of order $\alpha\epsilon$, so the error of the step grows with $\alpha$. The check uses 1000. If $h$ has a negative eigenvalue, \eqref{step} points to a stationary point of the model that is not a minimum; if $h$ is singular, it is undefined.

The step is unchanged by $g\to g+C\lambda$ because $U^TC=0$. For one redundancy and invertible $H$ with $n^TH^{-1}n\neq0$, a Lagrange multiplier for $n^Ts=0$ gives $H\Delta q+g+\lambda n=0$, and imposing the condition fixes $\lambda$:
\begin{equation}
\Delta q=-H^{-1}(g+\lambda n),\qquad \lambda=-\frac{n^TH^{-1}g}{n^TH^{-1}n}. \label{lag}
\end{equation}

The mixing of bohr and radian in the norm makes $g$ and $P$ depend on the units, but not the step obtained from a given quadratic model. Under $q'=Wq$ with $W$ positive diagonal, $B'=WB$ and $H'=W^{-1}HW^{-1}$. Any valid $g'$ obeys $B^TWg'=g_x$, so $Wg'-g$ lies in the null space of $B^T$. For $s$ in the range of $B$ this gives $\mu'(Ws)=(Wg')^Ts+\tfrac12s^THs=\mu(s)$, hence $\Delta q'=W\Delta q$. The matrix \eqref{Hq} contains $K(g)$ and in general does not transform like this $H$, so steps that use it, or an updated approximation to it, can depend on the units.

\paragraph{Inversion and projection do not commute.} Let $H$ be positive definite on the whole space, with blocks $h$, $b=U^THU_\perp$ and $d=U_\perp^THU_\perp$. Write $s=-H^{-1}g=Uz+U_\perp w$. Because $U_\perp^Tg=0$, the equations are $hz+bw=-U^Tg$ and $b^Tz+dw=0$. The second gives $w=-d^{-1}b^Tz$, so the unprojected step leaves the range of $P$ unless $b^Tz=0$. The first becomes
\begin{equation}
h_Sz=-U^Tg,\qquad h_S=h-bd^{-1}b^T,
\end{equation}
so $-PH^{-1}Pg=-Uh_S^{-1}U^Tg$ uses the Schur complement $h_S$ in place of $h$. It is softer, $h_S\le h$, because $bd^{-1}b^T$ is positive semidefinite. The identity $y^Th^{-1}y=\max_z(2y^Tz-z^Thz)$ shows that lowering $h$ raises $h^{-1}$, so the component of this step along $-g$ is at least that of \eqref{min}. Its model energy is higher whenever it differs from \eqref{min}, which is the unique minimizer. The steps agree when $H$ commutes with $P$ ($b=0$). A code that stores the inverse Hessian therefore does not obtain \eqref{step} by projecting that inverse, except when $b^Tz=0$.

\subsection{Back-transformation}

Let $q_t=q_0+\Delta q$, $\rho(x)=q_t-q(x)$ and $A=B^TB=V\Sigma^2V^T$, so that $A^+B^T=V\Sigma^{-1}U^T=B^+$ and $A^+A=\Pi$. The map \eqref{back} is $\Phi(x)=x+A^+B^T\rho$. Its fixed points have $B^T\rho=0$, which is the stationarity condition of $\tfrac12|\rho|^2$: the iteration is the Gauss--Newton method for the realizable point nearest to $q_t$. With scaled coordinates the condition becomes $B^TW^2\rho=0$, so the realized point depends on the units at the order of $\rho$.

To find that order, take the target $q_0+tv$ with $v=Pv$, the fixed point $x(t)$, the path $c(t)=q(x(t))$ and $\rho=q_0+tv-c$, with $\rho(0)=0$. Differentiate $B^T\rho=0$ in $t$ (dots). The first derivative at $t=0$ gives $B^T(v-\dot c)=0$; both $v$ and $\dot c=B\dot x$ lie in the range of $P$, so $\dot c=v$ and $\dot\rho(0)=0$. In the second derivative, $\ddot B^T\rho+2\dot B^T\dot\rho+B^T\ddot\rho=0$, only the last term survives, and $\ddot\rho=-\ddot c$:
\begin{equation}
\dot c(0)=v,\qquad B^T\ddot c(0)=0. \label{path}
\end{equation}
Thus $\rho=O(|\Delta q|^2)$. For one redundancy, expand $f(q_t)$ about both ends, with $f''$ the matrix of second derivatives. About $q_0$, $f(q_0)=0$ and $\nabla f\cdot\Delta q=0$ leave $\tfrac12\Delta q^Tf''\Delta q+O(|\Delta q|^3)$. About the realized point the value is $\nabla f\cdot\rho+O(\rho^2)$, and moving $\nabla f$ to $q_0$ costs $O(|\Delta q|^3)$. Therefore
\begin{equation}
n^T\rho=\frac{\Delta q^Tf''\Delta q}{2|\nabla f|}+O(|\Delta q|^3). \label{res}
\end{equation}

For the convergence rate define $K(w)_{jk}=\sum_iw_i\,\partial^2q_i/\partial x_j\partial x_k$. Then $d(B^T\rho)=K(\rho)dx-A\,dx$. At constant rank $A^+$ is differentiable, and at the fixed point its variation multiplies $B^T\rho=0$, so
\begin{equation}
\frac{\partial\Phi}{\partial x}=1+A^+\left[K(\rho)-A\right]=(1-\Pi)+A^+K(\rho). \label{jac}
\end{equation}
Summing the second identity \eqref{rigid} over $q_i$ with weights $\rho_i$ gives $K(\rho)\xi=-(\partial\xi/\partial x)^TB^T\rho=0$, so rigid displacements have eigenvalue one and merely label equivalent fixed points. The internal error shrinks asymptotically by the spectral radius of $A^+K(\rho)$ per iteration. Convergence is linear with a rate of order $|\Delta q|^2$, and the linear term vanishes when the target is realizable. For one redundancy, differentiating $f(q(x))=0$ twice gives $K(\nabla f)=-B^Tf''B$. At the fixed point $\rho=(n^T\rho)\,n$, so the nonzero eigenvalues of $A^+K(\rho)$ are those of $-(n^T\rho)Pf''P/|\nabla f|$: the distance to the realizable surface times its curvature. The fixed point repels when the spectral radius exceeds one, that is, when $|\rho|$ exceeds a radius of curvature of the surface; the step is then shortened. The stopping test is on the change of $x$, since $|\rho|$ goes to zero only when the target is realizable. Differences of dihedral angles are taken modulo $2\pi$.

This part has derived the internal gradient, the projected quasi-Newton step and the convergence properties of the iterated back-transformation. What remains is to identify the Hessian that $H$ should approximate, to show how the BFGS update relates to it, and to work through a numerical example.
